\section*{Free-Carrier Index Decrease from the Drude Equation of Motion}

\section{Result and range of use}

Let a transparent medium have real refractive index $n_0$ at vacuum wavelength $\lambda$. Adding $N$ mobile carriers per unit volume, each with charge magnitude $e$ and effective mass $m$, changes the real index at that wavelength by
\begin{equation}
\Delta n\simeq\Delta n_{\rm D}
=-\frac{N e^2\lambda^2}{8\pi^2\varepsilon_0c^2n_0m}.
\label{eq:result}
\end{equation}
Here $\varepsilon_0$ is the vacuum permittivity and $c$ the speed of light in vacuum. SI-based units are used throughout.

With angular frequency $\omega=2\pi c/\lambda$ and scattering time $\tau$, define
\begin{equation}
g=\frac{1}{\omega\tau},\qquad
\omega_p^2=\frac{Ne^2}{\varepsilon_0m},\qquad
X=\frac{\omega_p^2}{n_0^2\omega^2}.
\label{eq:parameters}
\end{equation}
Equation~\eqref{eq:result} requires $g\ll1$ and $X\ll1$. The first condition says that the optical frequency far exceeds the scattering rate. The second says that the carriers change the permittivity by a small fraction, and it does not follow from the first. Within the Drude model the error relative to $\Delta n_{\rm D}$ obeys
\begin{equation}
\left|\frac{\Delta n}{\Delta n_{\rm D}}-1\right|\le g^2+X .
\label{eq:bound}
\end{equation}

The change compares the medium with and without carriers at the same wavelength. The factor $\lambda^2$ is the full wavelength dependence of \eqref{eq:result} if $n_0$ is constant. If $n_0$ varies with wavelength, use its value at the operating wavelength; it is then $n_0\Delta n_{\rm D}$ that scales as $\lambda^2$.

\section{Motion of the carriers}

The carriers occupy one isotropic parabolic band, so that a single constant $m$ relates force to acceleration. Collisions relax their mean momentum at the constant rate $1/\tau$. The field is uniform over a carrier's excursion, and the magnetic force is neglected because it is of second order in the wave amplitude. Mobile carriers have no restoring force. For negative carriers the mean displacement $x$ along the field therefore obeys
\begin{equation}
m\ddot x+\frac{m}{\tau}\dot x=-eE(t).
\label{eq:newton}
\end{equation}

Write $E(t)=\operatorname{Re}(E_0e^{-i\omega t})$ and seek the steady oscillation $x(t)=\operatorname{Re}(x_0e^{-i\omega t})$. Each time derivative multiplies the complex amplitude by $-i\omega$, so two derivatives give $-\omega^2$. Hence
\begin{align}
\left(-m\omega^2-\frac{im\omega}{\tau}\right)x_0&=-eE_0,\nonumber\\
x_0&=\frac{eE_0}{m(\omega^2+i\omega/\tau)}.
\label{eq:amplitude}
\end{align}
The general solution also contains $A+Be^{-t/\tau}$, which solves \eqref{eq:newton} without a field. The exponential dies out, and the constant $A$ has no component at frequency $\omega$. Neither affects the steady optical response.

For $\omega\tau\gg1$, $x_0\simeq eE_0/(m\omega^2)$ is in phase with the field. The force on a negative carrier points against the field. In an oscillation governed by inertia, acceleration and displacement have opposite signs, so the displacement points along the field. The resulting dipole, charge times displacement, points against it.

\section{Permittivity}

The carrier polarization amplitude is
\begin{equation}
P_0=-Nex_0=-\frac{Ne^2}{m(\omega^2+i\omega/\tau)}E_0 .
\end{equation}
For positive carriers both the force and the charge in $P_0$ change sign. Their product does not, so holes change the index in the same direction as electrons.

Assume that the carriers respond to the macroscopic field and leave the background response $n_0^2$ unchanged. The displacement field is then $D_0=\varepsilon_0n_0^2E_0+P_0=\varepsilon_0\varepsilon E_0$, with
\begin{equation}
\varepsilon=n_0^2-\frac{\omega_p^2}{\omega^2+i\omega/\tau}.
\label{eq:permittivity}
\end{equation}
To separate its parts, factor out $\omega^2$ and multiply by the complex conjugate of the denominator:
\begin{equation}
\frac{1}{\omega^2+i\omega/\tau}
=\frac{1}{\omega^2(1+ig)}
=\frac{1-ig}{\omega^2(1+g^2)} .
\end{equation}
Thus $\varepsilon=\varepsilon'+i\varepsilon''$, where
\begin{equation}
\varepsilon'=n_0^2-\frac{\omega_p^2}{\omega^2(1+g^2)},\qquad
\varepsilon''=\frac{\omega_p^2g}{\omega^2(1+g^2)} .
\label{eq:parts}
\end{equation}
With the time factor $e^{-i\omega t}$, positive $\varepsilon''$ means absorption. Code that uses $e^{+i\omega t}$ must take the complex conjugate of the permittivity and of the index.

\section{From permittivity to index}

Take a plane wave proportional to $e^{i(kz-\omega t)}$, with $E$ along $x$ and $B$ along $y$, in a nonmagnetic medium. Faraday's law, $\partial_zE=-\partial_tB$, and Amp\`ere's law, $-\partial_zB=\mu_0\partial_tD$, become
\begin{align}
ikE_0&=i\omega B_0,\\
-ikB_0&=-i\omega\mu_0\varepsilon_0\varepsilon E_0 .
\end{align}
The first gives $B_0=kE_0/\omega$. Inserting this in the second and using $\mu_0\varepsilon_0=1/c^2$ gives $k^2=\omega^2\varepsilon/c^2$. The complex index is defined by $k=(n+i\kappa)\omega/c$, so
\begin{equation}
(n+i\kappa)^2=\varepsilon .
\label{eq:indexsquare}
\end{equation}
For a wave that decays toward positive $z$, $\kappa>0$. Since $2n\kappa=\varepsilon''>0$, this root also has $n>0$.

Let $n+i\kappa=n_0s$. Dividing \eqref{eq:indexsquare} by $n_0^2$ gives
\begin{equation}
s^2=1-z,\qquad z=\frac{X}{1+ig}.
\label{eq:s}
\end{equation}
The square root can be linearized with a controlled remainder. Because $z=1-s^2$,
\begin{align}
s-1+\frac z2
&=\frac{2s-2+1-s^2}{2}\nonumber\\
&=-\frac{(1-s)^2}{2}.
\label{eq:identity}
\end{align}
Also $z=(1-s)(1+s)$. Since $\operatorname{Re}s\ge0$, we have $|1+s|\ge1$ and therefore $|1-s|\le|z|$. The right side of \eqref{eq:identity} thus has magnitude at most
\begin{equation}
\frac{|z|^2}{2}=\frac{X^2}{2(1+g^2)} .
\end{equation}
The real part of $z$ is $X/(1+g^2)$. Taking the real part of \eqref{eq:identity} and multiplying by $n_0$ yields
\begin{equation}
\Delta n=n-n_0=-\frac{n_0X}{2(1+g^2)}+n_0\rho,
\qquad |\rho|\le\frac{X^2}{2(1+g^2)} .
\label{eq:realchange}
\end{equation}

Dropping $g^2$ and the remainder leaves the leading term. Now insert the definitions \eqref{eq:parameters} and $\omega=2\pi c/\lambda$:
\begin{align}
\Delta n_{\rm D}&=-\frac{n_0X}{2}
=-\frac{\omega_p^2}{2n_0\omega^2}\nonumber\\
&=-\frac{1}{2n_0}\,\frac{Ne^2}{\varepsilon_0m}\,
\frac{\lambda^2}{4\pi^2c^2}.
\label{eq:leading}
\end{align}
This is \eqref{eq:result}. One factor of 2 comes from the square root and the factor $4\pi^2$ from converting frequency to wavelength.

To obtain the error bound, divide \eqref{eq:realchange} by $-n_0X/2$:
\begin{equation}
\frac{\Delta n}{\Delta n_{\rm D}}
=\frac{1}{1+g^2}-\frac{2\rho}{X}.
\end{equation}
The first term differs from one by $g^2/(1+g^2)$, and the second has magnitude at most $X/(1+g^2)$. Their sum is no larger than $g^2+X$, which proves \eqref{eq:bound}.

A compact form uses the classical electron radius $r_e=e^2/(4\pi\varepsilon_0m_ec^2)$, where $m_e$ is the free-electron mass. Replacing $e^2/(\varepsilon_0c^2)$ by $4\pi r_em_e$ gives
\begin{equation}
\Delta n_{\rm D}=-\frac{r_eN\lambda^2}{2\pi n_0(m/m_e)} .
\label{eq:radius}
\end{equation}

\section{The first corrections}

The bound does not give the size or sign of the actual error. For small $X$, \eqref{eq:identity} gives $1-s=z/2+O(z^2)$. Its right side is therefore $-z^2/8+O(z^3)$. Since
\begin{equation}
\operatorname{Re}z^2=\frac{X^2(1-g^2)}{(1+g^2)^2},
\end{equation}
division by $-X/2$ gives
\begin{equation}
\frac{\Delta n}{\Delta n_{\rm D}}
=\frac{1}{1+g^2}+\frac X4\frac{1-g^2}{(1+g^2)^2}+O(X^2).
\label{eq:correction}
\end{equation}
When $g$ is also small, this becomes $1-g^2+X/4$ to first order in $g^2$ and $X$. Scattering weakens the decrease, while the curvature of the square root strengthens it. The two corrections can partly cancel.

At fixed $n_0$ and $\tau$, both $X$ and $g^2$ grow as $\lambda^2$, so the bound does too. The local exponents of $|\Delta n|$ follow by logarithmic differentiation:
\begin{align}
\frac{\partial\ln|\Delta n|}{\partial\ln N}&\simeq1+\frac X4,&
\frac{\partial\ln|\Delta n|}{\partial\ln m}&\simeq-1-\frac X4,\nonumber\\
\frac{\partial\ln|\Delta n|}{\partial\ln\lambda}&\simeq2+\frac X2-2g^2.
\label{eq:exponents}
\end{align}

\section{Absorption that accompanies the phase shift}

The imaginary part of \eqref{eq:indexsquare} is $2n\kappa=\varepsilon''$. With \eqref{eq:parts},
\begin{equation}
\kappa=\frac{\omega_p^2g}{2n\omega^2(1+g^2)}
\simeq\frac{\omega_p^2g}{2n_0\omega^2}
=\frac{|\Delta n_{\rm D}|}{\omega\tau}.
\label{eq:kappa}
\end{equation}
The approximation replaces $n$ by $n_0$ and drops $g^2$. Over a distance $d$ the field amplitude falls by the factor $e^{-\kappa\omega d/c}$, and the power by the square of this factor. The power absorption coefficient is therefore
\begin{equation}
\alpha=\frac{2\omega\kappa}{c}
\simeq\frac{\omega_p^2}{n_0c\omega^2\tau}.
\label{eq:alpha}
\end{equation}

A phase change of magnitude $\pi$ requires a length $L_\pi$ with $(\omega/c)|\Delta n|L_\pi=\pi$. Since $\omega/c=2\pi/\lambda$,
\begin{equation}
L_\pi=\frac{\lambda}{2|\Delta n|},\qquad
\alpha L_\pi=\frac{4\pi\kappa}{\lambda}\frac{\lambda}{2|\Delta n|}
=\frac{2\pi\kappa}{|\Delta n|}\simeq\frac{2\pi}{\omega\tau}.
\label{eq:lpi}
\end{equation}
To leading order this loss is the optical period divided by $\tau$. To the same order, at fixed $\tau$ and wavelength, a higher density shortens the device but leaves the carrier loss per $\pi$ shift unchanged. These expressions assume that the light lies wholly inside the carrier region, and they omit reflection and background loss. In a doped semiconductor $\tau$ is not fixed: it usually falls as the density rises, and the loss per $\pi$ shift then grows with density.

\section{Worked example}

Take the round model parameters $n_0=3.5$, $m=0.25\,m_e$, $N=10^{18}\,{\rm cm^{-3}}$, $\lambda=1.5\,\mu{\rm m}$ and $\tau=50\,{\rm fs}$. They do not describe a particular material. The frequencies are
\begin{equation}
\omega=1.2558\times10^{15}\,{\rm rad/s},\qquad
\omega_p=1.1283\times10^{14}\,{\rm rad/s},
\end{equation}
and $\omega\tau=62.79$. The two small parameters are
\begin{align}
g^2&=\frac{1}{62.79^2}=2.54\times10^{-4},\\
X&=\left(\frac{1.1283\times10^{14}}
{3.5\times1.2558\times10^{15}}\right)^2
=6.59\times10^{-4}.
\end{align}
Both conditions hold, and the bound on the relative error is $9.13\times10^{-4}$. The index change is
\begin{equation}
\Delta n_{\rm D}=-\frac{3.5\times6.590\times10^{-4}}2
=-1.153\times10^{-3}.
\end{equation}
Equation~\eqref{eq:radius} gives the same value when all lengths are in metres:
\begin{equation}
-\frac{(2.8179\times10^{-15})(10^{24})(1.5\times10^{-6})^2}
{2\pi\times3.5\times0.25}=-1.153\times10^{-3}.
\end{equation}

The full complex root differs from the formula by a relative amount of $-8.9\times10^{-5}$. Equation~\eqref{eq:correction} accounts for this: $-g^2+X/4=-2.54\times10^{-4}+1.65\times10^{-4}=-8.9\times10^{-5}$. The error lies well below the bound for two reasons: the curvature correction is $X/4$ where the bound allows $X$, and the two corrections have opposite signs. How nearly they cancel depends on the parameters chosen here. The error itself measures the approximation within the Drude model, not the accuracy of that model for a real semiconductor.

For the absorption, \eqref{eq:kappa} gives $\kappa\simeq1.153\times10^{-3}/62.79=1.84\times10^{-5}$, and \eqref{eq:alpha} gives $\alpha=1.54\,{\rm cm^{-1}}$. The length for a $\pi$ shift is
\begin{equation}
L_\pi=\frac{1.5\times10^{-3}\,{\rm mm}}{2\times1.153\times10^{-3}}
=0.650\,{\rm mm}.
\end{equation}
The loss exponent is $2\pi/62.79=0.100$, so a fraction $e^{-0.100}=0.905$ of the power remains. This is a model value. The photon energy here, $0.83\,{\rm eV}$, far exceeds $k_BT$ at room temperature, and in that regime a constant $\tau$ does not describe the absorption well. Empirical fits for silicon near $1.55\,\mu{\rm m}$ at this density give larger exponents, roughly $0.8$ for electrons and $0.2$ for holes.

At twice the wavelength, $3.0\,\mu{\rm m}$, with the same $n_0$ and $\tau$, the carriers change the index by $-4.61\times10^{-3}$. The ratio to the first change is 3.9989 rather than 4. Both small parameters have grown fourfold, so \eqref{eq:correction} predicts $4[1+3(X/4-g^2)]=3.9989$, with $X$ and $g^2$ taken at the first wavelength. The local exponents in the numerical output, 1.00016 for density, 1.99982 for wavelength and $-1.00016$ for mass, likewise agree with \eqref{eq:exponents}.

Two tests do not start from the permittivity formula. In the first, \eqref{eq:newton} is integrated in time from rest, and the index is built from the resulting oscillation; it agrees with the full root. In the second, Maxwell's equations and the collisionless carrier equation are solved together as an eigenvalue problem at fixed $k$, set to the wave number that light of vacuum wavelength $1.5\,\mu{\rm m}$ has in the medium without carriers. For $g=0$, \eqref{eq:permittivity} and \eqref{eq:indexsquare} give
\begin{equation}
n_0^2\omega^2=c^2k^2+\omega_p^2 .
\end{equation}
At fixed $k$ the carriers thus raise the mode frequency, so this mode has a slightly shorter vacuum wavelength than $1.5\,\mu{\rm m}$. Its index change must be compared with the formula at that shorter wavelength. The values are $-1.1527\times10^{-3}$ and $-1.1525\times10^{-3}$, and their relative difference is the expected $X/4$.

\section{Where the formula fails}

\subsection{Moderate or strong scattering}

If $X\ll1$ but $g$ is not small, \eqref{eq:realchange} gives
\begin{equation}
\Delta n\simeq\frac{\Delta n_{\rm D}}{1+g^2}
=\Delta n_{\rm D}\frac{(\omega\tau)^2}{1+(\omega\tau)^2}.
\label{eq:scattering}
\end{equation}
With the example's density and wavelength, the full decrease is 0.990 of the simple formula at $\omega\tau=10$, 0.900 at $\omega\tau=3$ and 0.500 at $\omega\tau=1$. Collisions interrupt the inertial motion and reduce the part of the displacement that is in phase with the field. At $1.5\,\mu{\rm m}$ these three cases mean $\tau=8.0$, $2.4$ and $0.80\,{\rm fs}$. With the thermal velocity at 300 K the mean free paths are about $1.9$, $0.6$ and $0.2\,{\rm nm}$. The last two approach or fall below atomic spacings, where a band mass and a Drude $\tau$ lose their meaning, so they illustrate the formula only. In practice $\omega\tau\sim1$ is met at much longer wavelengths.

In the opposite limit, $\omega\tau\ll1$ with $X\ll1$, replacing $1+g^2$ by $g^2=1/(\omega\tau)^2$ gives
\begin{equation}
\Delta n\simeq-\frac{\omega_p^2}{2n_0\omega^2}(\omega\tau)^2
=-\frac{\omega_p^2\tau^2}{2n_0}.
\end{equation}
The $\lambda^2$ law is then lost: at constant $n_0$ and $\tau$ the leading term does not depend on wavelength. This holds only while $X$, which grows as $\lambda^2$, remains small. The two conditions together read $\omega_p/n_0\ll\omega\ll1/\tau$, so such a range exists only if $\omega_p\tau/n_0\ll1$. The example has $\omega_p\tau/n_0=1.6$ and no such range: there $X$ is already 2.6 at the wavelength where $\omega\tau=1$.

\subsection{Large carrier response}

If $X$ is not small, linearizing the square root no longer gives a reliable $\Delta n$, even where strong scattering keeps $|z|$ small. Without scattering, $s^2=1-X$. For $X>1$ this is negative, so $n=0$ and the wave is evanescent. The index change is then $-n_0$, whereas \eqref{eq:result} would continue to grow in magnitude with $X$.

With scattering, even the sign can reverse. Put $s=a+ib$ and $u=X/(1+g^2)$. The real and imaginary parts of \eqref{eq:s} are
\begin{equation}
a^2-b^2=1-u,\qquad 2ab=ug .
\end{equation}
Eliminating $b=ug/(2a)$ gives
\begin{equation}
a^2-\frac{u^2g^2}{4a^2}=1-u .
\end{equation}
The left side increases with $a$ for $a>0$. The solution therefore has $a>1$ if and only if the left side at $a=1$ is still below the right side:
\begin{equation}
1-\frac{u^2g^2}{4}<1-u
\quad\Longleftrightarrow\quad ug^2>4
\quad\Longleftrightarrow\quad
X>4\left(1+\frac1{g^2}\right).
\label{eq:sign}
\end{equation}
For $X=10$ and $g=3$ the threshold is 4.44, so the index should rise. Indeed $z=10/(1+3i)=1-3i$ and $s^2=3i$, which gives $n/n_0=\sqrt{3/2}=1.225$. The real part of \eqref{eq:indexsquare} shows the reason: $n^2=\varepsilon'+\kappa^2$. Carriers lower $\varepsilon'$, but strong absorption can raise $\kappa^2$ by more.

\subsection{Physics outside the model}

Injected carriers can also fill bands, shift the band gap and alter interband transitions. These effects change the background response and are absent from \eqref{eq:result}, which is the intraband Drude contribution and not necessarily the total index change. In a nonparabolic band, a single density-independent $m$ is no longer justified. The scattering rate can also depend on frequency, so a $\tau$ taken from the dc mobility need not give the correct optical absorption or loss per $\pi$ shift.

\section{Implementation}

Compute $g$ and $X$ first. If $g^2+X$ is below the tolerated relative error, \eqref{eq:result} suffices within this model. Otherwise use the full root. Subtracting $n_0$ from a nearly equal number loses digits when $X$ is tiny. The factorization $z=(1-s)(1+s)$ avoids this:
\begin{equation}
(n-n_0)+i\kappa=n_0(s-1)=-\frac{n_0z}{1+s},\qquad s=\sqrt{1-z},
\end{equation}
with the root for which $\operatorname{Re}s\ge0$. If $\operatorname{Re}s=0$, take the root with $\operatorname{Im}s>0$, which describes a decaying wave.

If electrons and holes are both present, their polarizations add. The leading formula then holds with
\begin{equation}
\frac Nm\;\longrightarrow\;\frac{N_{\rm e}}{m_{\rm e}^*}+\frac{N_{\rm h}}{m_{\rm h}^*},
\end{equation}
where the subscripts e and h label the densities and effective masses of electrons and holes. Both species must satisfy $\omega\tau\gg1$, and $X$ must be computed from the summed response. The masses are optical (conductivity) masses: $1/m$ along the field, averaged over the occupied valleys or bands, not density-of-states masses. The rule is least reliable for holes, whose bands are coupled and nonparabolic. In silicon near $1.55\,\mu{\rm m}$ the measured hole contribution grows more slowly than linearly with density and can exceed the Drude value by a factor of two or more.

\section*{Calculated quantities}
\begin{verbatim}
INPUTS (model parameters)
background index n0 = 3.5
effective mass = 0.25 m_e
carrier density = 1.0e+18 cm^-3
vacuum wavelength = 1.5 um
scattering time = 50 fs
INTERMEDIATE VALUES
omega = 1.2558e+15 rad/s
omega_p (without background) = 1.1283e+14 rad/s
omega*tau = 62.79 (dimensionless)
g^2 = 2.537e-04 (dimensionless)
X = 6.590e-04 (dimensionless)
error bound g^2 + X = 9.127e-04 (dimensionless)
classical electron radius = 2.8179e-15 m
INDEX CHANGE (dimensionless)
formula: -1.153258e-03
full complex root: -1.153155e-03
from integrated motion: -1.153155e-03
full/formula - 1 = -8.891e-05
Maxwell-carrier mode, no scattering: -1.152688e-03
formula at that mode's wavelength: -1.152498e-03
SCALING EXPONENTS of the full decrease (dimensionless)
density: 1.00016
wavelength: 1.99982
mass: -1.00016
DOUBLED WAVELENGTH
wavelength = 3.0 um
full index change = -4.611390e-03 (dimensionless)
ratio to first change = 3.9989 (dimensionless)
ABSORPTION AND PHASE SHIFT
kappa, full = 1.8369e-05 (dimensionless)
alpha, full = 1.5389 cm^-1
alpha, formula = 1.5387 cm^-1
length for phase shift pi = 0.6504 mm
loss exponent alpha*L = 0.1001 (dimensionless)
2 pi/(omega tau) = 0.1001 (dimensionless)
transmitted power fraction = 0.9048
SCATTERING: full/formula and 1/(1+g^2), same N and wavelength
omega*tau = 1: 0.50000, 0.50000
omega*tau = 3: 0.90012, 0.90000
omega*tau = 10: 0.99026, 0.99010
omega*tau = 30: 0.99905, 0.99889
REVERSED SIGN outside the regime (dimensionless)
X = 10, g = 3, threshold X = 4.4444
n/n0 = 1.2247
\end{verbatim}
